# Body-fixed angular momentum and the symmetric top, part 2

A rigid molecule turns freely about its centre of mass. We seek its Hamiltonian, wave functions and energy levels, with $\hbar=1$. Its orientation is the proper rotation matrix

$$R=R_Z(\alpha)R_Y(\beta)R_Z(\gamma),\qquad 0\le\alpha,\gamma<2\pi,\quad 0\le\beta\le\pi ,$$

which carries the space axes $\mathbf e_A$ ($A=X,Y,Z$) into the body axes $\mathbf e_a$ ($a=x,y,z$). Both sets are right-handed. Here $R_A(\theta)$ is the rotation by $\theta$ about space axis $A$, and repeated indices are summed. The wave function $\psi(R)$ is smooth, and the volume element is $d\Omega=\sin\beta\,d\alpha\,d\beta\,d\gamma$.

The angular momentum $\mathbf J$ has space-fixed components $J_A$ and body-fixed components $J_a=R_{Aa}J_A$. They obey the normal commutators (3), the anomalous commutators (6), and (5):

$$[J_A,J_B]=i\epsilon_{ABC}J_C, \tag{3}$$

$$[J_a,J_b]=-i\epsilon_{abc}J_c, \tag{6}$$

$$[J_A,J_b]=0\qquad\text{for every }A\text{ and }b. \tag{5}$$

Both sets have the same sum of squares $J^2$, and $J^2$, $J_Z$ and $J_z$ commute with each other.

Increasing $\alpha$, $\beta$ or $\gamma$ is a rotation about $\mathbf e_Z$, $\mathbf N=(-\sin\alpha,\cos\alpha,0)$ or $\mathbf e_z$, respectively:

$$-i\partial_\alpha=J_Z,\qquad -i\partial_\beta=\mathbf N\cdot\mathbf J,\qquad -i\partial_\gamma=J_z. \tag{9}$$

The other space-fixed components are

$$\begin{aligned}
J_X&=-i\Big(-\cos\alpha\cot\beta\,\partial_\alpha-\sin\alpha\,\partial_\beta+\frac{\cos\alpha}{\sin\beta}\partial_\gamma\Big),\\
J_Y&=-i\Big(-\sin\alpha\cot\beta\,\partial_\alpha+\cos\alpha\,\partial_\beta+\frac{\sin\alpha}{\sin\beta}\partial_\gamma\Big).
\end{aligned}\tag{10}$$

All six components are Hermitian. Each has the form $-i\sum_iv_i\partial_i$ with real $v_i$ satisfying

$$\sum_i\partial_i(\sin\beta\,v_i)=0. \tag{12}$$

### (f) Derive the Hamiltonian of a rigid rotor from its kinetic energy. When is $J_z$ conserved?

**Solution.** Let the body axes be principal axes with nonzero moments of inertia $I_a$. The classical kinetic energy is $T=\frac12\sum_aI_a\omega_a^2$. Write $q_i=(\alpha,\beta,\gamma)$ and $\omega_a=\sum_iW_{ia}\dot q_i$. The rows of $W$ are the body components of the three rotation axes:

$$W=\begin{pmatrix}-\sin\beta\cos\gamma&\sin\beta\sin\gamma&\cos\beta\\ \sin\gamma&\cos\gamma&0\\0&0&1\end{pmatrix},\qquad \det W=-\sin\beta .$$

The same axes give $-i\partial_i=\sum_aW_{ia}J_a$. With $V=W^{-1}$, therefore, $J_a=-i\sum_iV_{ai}\partial_i$.

The kinetic energy is $\frac12\sum_{ij}g_{ij}\dot q_i\dot q_j$, where $g=W\,\mathrm{diag}(I_x,I_y,I_z)\,W^T$. Its inverse and determinant are

$$(g^{-1})_{ij}=\sum_a\frac{V_{ai}V_{aj}}{I_a},\qquad \sqrt{\det g}=\sqrt{I_xI_yI_z}\,\sin\beta .$$

The quantum kinetic energy is taken to be minus one half of the Laplace–Beltrami operator of this metric, with no added potential. The constant in $\sqrt{\det g}$ cancels, and

$$H\psi=-\frac12\sum_a\frac1{I_a}\frac1{\sin\beta}\sum_{ij}\partial_i\big(\sin\beta\,V_{ai}V_{aj}\partial_j\psi\big).$$

By (12), $\sum_i\partial_i(\sin\beta\,V_{ai})=0$. The derivative therefore acts only on the factor $\sum_jV_{aj}\partial_j\psi=iJ_a\psi$. The operator in front is also $\sum_iV_{ai}\partial_i=iJ_a$, so the two factors give $(iJ_a)^2=-J_a^2$:

$$H=\sum_a\frac{J_a^2}{2I_a}. \tag{13}$$

No additional ordering term appears.

Set $B_a=1/(2I_a)$. The commutators $[J_x,J_z]=iJ_y$ and $[J_y,J_z]=-iJ_x$ give

$$[H,J_z]=i(B_x-B_y)(J_xJ_y+J_yJ_x).$$

This vanishes for $B_x=B_y\equiv B$, the symmetric top. With $A\equiv B_z$,

$$H=B(J_x^2+J_y^2)+AJ_z^2=BJ^2+(A-B)J_z^2. \tag{14}$$

For $B_x\ne B_y$ the projection on the body $z$ axis is not conserved in general. The projection $J_Z$ and the square $J^2$ remain conserved because they commute with every $J_a$.

### (g) Let $D^J_{MK}=\langle JM|e^{-i\alpha j_z}e^{-i\beta j_y}e^{-i\gamma j_z}|JK\rangle$. Find the action of $J_A$ and $J_a$ on this function and on its complex conjugate.

**Solution.** The $j_A$ are the usual Hermitian angular momentum matrices for a given $J$. They have normal commutators and act on the labels of $D$, while $J_A$ and $J_a$ differentiate with respect to orientation. In matrix products the subscripts $x,y,z$ and $X,Y,Z$ on $j$ denote the same three matrices.

A rotation of these matrices is needed first:

$$e^{-i\theta j_A}(\mathbf v\cdot\mathbf j)e^{i\theta j_A}=(R_A(\theta)\mathbf v)\cdot\mathbf j. \tag{15}$$

Both sides agree at $\theta=0$. For a vector $\mathbf v$, the commutator needed for the derivative is $-i[j_A,\mathbf v\cdot\mathbf j]=\epsilon_{ABC}v_Bj_C=(\mathbf e_A\times\mathbf v)\cdot\mathbf j$. Both sides therefore obey the same first-order linear equation in $\theta$ and agree for every $\theta$.

Now differentiate the matrix $D$. The derivative with respect to $\alpha$ places $-ij_z$ on the left. In the $\beta$ derivative, moving $-ij_y$ to the left through $e^{-i\alpha j_z}$ turns it into $-i\mathbf N\cdot\mathbf j$. In the $\gamma$ derivative, moving $-ij_z$ through all the exponentials turns it into $-i\mathbf e_z\cdot\mathbf j$. These are the axes in (9). If $\mathbf u_i$ denotes the axis belonging to $q_i$, then

$$\partial_iD=-i(\mathbf u_i\cdot\mathbf j)D,\qquad -i\partial_iD^*=(\mathbf u_i\cdot\mathbf j^*)D^* .$$

But $-i\partial_i=\mathbf u_i\cdot\mathbf J$. The three axes are linearly independent for $\sin\beta\ne0$, so their components can be solved for separately. The result extends to the remaining orientations by continuity. Hermiticity gives $(j_A)^*_{MM'}=(j_A)_{M'M}$, and hence

$$J_AD^{J*}_{MK}=\sum_{M'}(j_A)_{M'M}D^{J*}_{M'K}. \tag{16}$$

One may instead move the matrices to the right. Equation (15) then applies the inverse rotation and produces the body components of the same axes, $\partial_iD=-iD\sum_aW_{ia}j_a$. Conjugation and comparison with $-i\partial_i=\sum_aW_{ia}J_a$ give

$$J_aD^{J*}_{MK}=\sum_{K'}(j_a)_{KK'}D^{J*}_{MK'}. \tag{17}$$

The diagonal matrix $j_z$ gives

$$J_ZD^{J*}_{MK}=MD^{J*}_{MK},\qquad J_zD^{J*}_{MK}=KD^{J*}_{MK}.$$

Applying (16) twice and summing over $A$ gives $\sum_Aj_A^2=J(J+1)$, so $J^2D^{J*}_{MK}=J(J+1)D^{J*}_{MK}$.

The order of indices differs between (16) and (17). The matrix $j_x\pm ij_y$ has elements from $m$ to $m\pm1$ equal to $\sqrt{J(J+1)-m(m\pm1)}$. It follows that

$$\begin{aligned}
(J_X\pm iJ_Y)D^{J*}_{MK}&=\sqrt{J(J+1)-M(M\pm1)}\,D^{J*}_{M\pm1,K},\\
(J_x\pm iJ_y)D^{J*}_{MK}&=\sqrt{J(J+1)-K(K\mp1)}\,D^{J*}_{M,K\mp1}.
\end{aligned}\tag{18}$$

The combination $J_x+iJ_y$ lowers $K$, in agreement with the anomalous commutators.

Without complex conjugation, $-i\partial_iD=-(\mathbf u_i\cdot\mathbf j)D$. Therefore $J_ZD^J_{MK}=-MD^J_{MK}$, and the corresponding body-fixed relation gives $J_zD^J_{MK}=-KD^J_{MK}$. The unconjugated function is also an eigenfunction of (14), with the same energy, but its physical projections are opposite to its labels. Conjugation makes the labels equal to the projections on the two axes.

### (h) Which values of $J$, $M$ and $K$ are possible, and do these labels fix the wave function?

**Solution.** Let $\psi$ be a normalized common eigenfunction of $J^2$, $J_Z$ and $J_z$ with eigenvalues $\lambda$, $M$ and $K$. The normal commutators give

$$\|(J_X\pm iJ_Y)\psi\|^2=\lambda-M(M\pm1)\ge0 .$$

Repeated raising must end at some $M_{\max}$, with $\lambda=M_{\max}(M_{\max}+1)$. Repeated lowering must end at some $M_{\min}$, with $\lambda=M_{\min}(M_{\min}-1)$. Together with $M_{\min}\le M_{\max}$, these equations require $M_{\min}=-M_{\max}$. Set $J=M_{\max}$. Then $\lambda=J(J+1)$, and $M$ runs from $-J$ to $J$ in unit steps.

For the body components, $J_x-iJ_y$ raises $K$, and

$$(J_x+iJ_y)(J_x-iJ_y)=J_x^2+J_y^2-i[J_x,J_y]=J^2-J_z^2-J_z .$$

The squared norm after raising is thus $\lambda-K(K+1)$. Reversing the sign of $i$ gives $\lambda-K(K-1)$ after lowering. The same argument, with the same $\lambda$, gives $K=-J,\dots,J$.

The eigenvalue $M$ implies a factor $e^{iM\alpha}$. Since $\alpha$ and $\alpha+2\pi$ describe one orientation, a single-valued $\psi(R)$ requires integer $M$. Hence $J=0,1,2,\dots$. A half-integer $J$ would give a change of sign.

To determine $\psi$, raise it to $M=K=J$. None of the ladder factors on the way is zero. The resulting function is $\Psi=e^{iJ(\alpha+\gamma)}f(\beta)$ and must satisfy $(J_X+iJ_Y)\Psi=0$. From (10),

$$J_X\pm iJ_Y=e^{\pm i\alpha}\Big(\pm\partial_\beta+i\cot\beta\,\partial_\alpha-\frac{i}{\sin\beta}\partial_\gamma\Big). \tag{19}$$

With $\partial_\alpha\Psi=\partial_\gamma\Psi=iJ\Psi$, the upper sign gives

$$f'=J\frac{\cos\beta-1}{\sin\beta}f=-J\tan\frac\beta2\,f,\qquad f=c\cos^{2J}\frac\beta2 .$$

Only the constant $c$ is free. Lowering $M$ and $K$ again returns the original $\psi$ with a nonzero factor. The three eigenvalues therefore fix $\psi$ up to a constant, and by (g) it is proportional to $D^{J*}_{MK}$.

The Hamiltonian alone does not select this function when several states share an energy. For example, a sum of the $K$ and $-K$ functions is still an eigenfunction of (14), but it has no definite $K$ when $K\ne0$. To conclude that the list contains the whole spectrum, one mathematical theorem is used: the elliptic operator (14), with $A,B>0$, has a complete set of smooth eigenfunctions on the compact space of orientations, with finite-dimensional eigenspaces. In each eigenspace the commuting Hermitian operators $J^2,J_Z,J_z$ can be diagonalized together.

### (i) Normalize the wave functions.

**Solution.** Functions with different $J$, $M$ or $K$ are orthogonal because they have different eigenvalues of a Hermitian operator. Let $n_{MK}=\int|D^J_{MK}|^2d\Omega$, and let $c_M^2=J(J+1)-M(M+1)$ for $M<J$. By (18), the squared norm of $(J_X+iJ_Y)D^{J*}_{MK}$ is $c_M^2n_{M+1,K}$. Moving one operator to the other side of the scalar product gives $c_M^2n_{MK}$. The two norms are equal. The body-fixed ladder shows in the same way that they do not depend on $K$.

The matrix $D$ is unitary, so $\sum_K|D^J_{MK}|^2=1$. Integrate this over the total volume $2\pi\cdot2\cdot2\pi=8\pi^2$. The $2J+1$ equal norms add to $8\pi^2$, and

$$\psi_{JMK}=\sqrt{\frac{2J+1}{8\pi^2}}\,D^{J*}_{MK}. \tag{20}$$

### (j) Find the energies and degeneracies. Evaluate the levels through $J=2$ for $A=5.2\ \mathrm{cm}^{-1}$ and $B=0.5\ \mathrm{cm}^{-1}$, and examine one wave function with $J=2$, $M=1$, $K=2$.

**Solution.** Equation (14) and the eigenvalues of $J^2$ and $J_z$ give

$$E_{JK}=BJ(J+1)+(A-B)K^2. \tag{21}$$

The energy does not depend on $M$, because no direction in space is preferred. It depends on $K^2$, because the two senses of rotation about the figure axis cost the same energy. For $A\ne B$ the degeneracy is $2J+1$ for $K=0$ and $2(2J+1)$ for $K\ne0$, apart from accidental coincidences of levels. For $A=B$ all $2J+1$ values of $K$ coincide, and the degeneracy within one $J$ is $(2J+1)^2$.

The chosen model parameters are energies divided by $hc$. With $A-B=4.7\ \mathrm{cm}^{-1}$, the level $J=2$, $|K|=1$ lies at $0.5\cdot6+4.7=7.7\ \mathrm{cm}^{-1}$, or 230.84 GHz. For $|K|=2$ the energy is $3.0+4\cdot4.7=21.8\ \mathrm{cm}^{-1}$.

| $J$ | $\lvert K\rvert$ | Energy (cm$^{-1}$) | States |
|---|---|---:|---:|
| 0 | 0 | 0.0 | 1 |
| 1 | 0 | 1.0 | 3 |
| 1 | 1 | 5.7 | 6 |
| 2 | 0 | 3.0 | 5 |
| 2 | 1 | 7.7 | 10 |
| 2 | 2 | 21.8 | 10 |

The numerical check obtains these levels by diagonalizing the kinetic energy for each $M$ and $K$, with the factor $e^{i(M\alpha+K\gamma)}$ and a basis of polynomials in $\cos\beta$ multiplied by $(1-\cos\beta)^{|M-K|/2}(1+\cos\beta)^{|M+K|/2}$. The largest deviation from (21) among the compared levels is $6\times10^{-13}\ \mathrm{cm}^{-1}$.

For the wave function, start from $D^{2*}_{22}=e^{2i(\alpha+\gamma)}\cos^4(\beta/2)$. The constant is one because $D$ is the unit matrix at zero angles. By (18), lowering $M$ from 2 to 1 gives the factor $\sqrt{6-2}=2$. The lower sign in (19) gives

$$2D^{2*}_{12}=e^{i(\alpha+2\gamma)}\Big[2\tan\frac\beta2+2\frac{1-\cos\beta}{\sin\beta}\Big]\cos^4\frac\beta2 .$$

Both terms in the bracket equal $2\tan(\beta/2)$, so

$$D^{2*}_{12}=2e^{i(\alpha+2\gamma)}\sin\frac\beta2\cos^3\frac\beta2 .$$

At $(\alpha,\beta,\gamma)=(0.4,1.1,0.7)$ rad the phase is 1.8 rad, and the value is $-0.1472+0.6308i$. Multiplication by $\sqrt{5/(8\pi^2)}$ gives $\psi=-0.0370+0.1587i$.

Applying the differential operators numerically at this point gives

$$\frac{[J_X,J_Y]\psi}{\psi}=+1.0000i,\qquad \frac{[J_x,J_y]\psi}{\psi}=-2.0000i .$$

These are $+iM$ and $-iK$. The mixed commutator $[J_X,J_y]\psi$ vanishes to the printed precision. The operator $J_x+iJ_y$ takes the $K=2$ function to $2.0000$ times the $K=1$ function, while $J_x-iJ_y$ gives zero at this upper limit. For the unconjugated $D^2_{12}$, the eigenvalues of $J_Z$ and $J_z$ are $-1$ and $-2$, as found in (g).

Since $A>B$ in this example, rotation about the figure axis raises the energy at fixed $J$. For $A<B$ the order in $|K|$ is reversed. If $I_z\to0$ at fixed $B$, then $A\to\infty$, and only $K=0$ states remain at finite energy. Their wave functions do not depend on $\gamma$, as expected for a linear rotor whose orientation is given by one axis.

Formula (21) describes a free rigid body. Stretching by rotation, coupling to vibration and external fields add terms to $H$. Identical nuclei can also restrict which rotational states occur with a given nuclear spin state, so the counts in the table are those of the rigid rotor alone.

## Calculated quantities

```
Largest deviations from the stated relations (dimensionless)
  space-fixed commutators, sign +i: 3e-16
  body-fixed commutators, sign -i:  3e-16
  mixed commutators equal to zero:  2e-16
  orthonormality, 35 functions J<=2: 2e-15
Example function J=2 M=1 K=2
  alpha, beta, gamma = 0.4, 1.1, 0.7 rad
  conj(D) = -0.1472 +0.6308i
  normalized psi = -0.0370 +0.1587i
  [J_X,J_Y] psi / psi = +0.0000 +1.0000i
  [J_x,J_y] psi / psi = +0.0000 -2.0000i
  [J_X,J_y] psi / psi = +0.0000 +0.0000i
  (J_x+iJ_y) psi(K=2) / psi(K=1) = +2.0000 +0.0000i
  (J_x-iJ_y) psi(K=2) / psi(K=2) = +0.0000 +0.0000i
  (J_X+iJ_Y) psi(M=1) / psi(M=2) = +2.0000 +0.0000i
  unconjugated D: J_Z D / D = -1.0000 +0.0000i
  unconjugated D: J_z D / D = -2.0000 +0.0000i
Model top: A = 5.2 cm^-1, B = 0.5 cm^-1
  J |K|  energy (cm^-1)  number of states
  0  0     0.0000        1
  1  0     1.0000        3
  1  1     5.7000        6
  2  0     3.0000        5
  2  1     7.7000        10
  2  2    21.8000        10
  largest energy deviation from formula: 6e-13 cm^-1
  level J=2 |K|=1 as a frequency: 230.840 GHz
```
